# The adiabatic-to-diabatic equation and the two-state mixing angle: a numerical check

```python
"""
Result under test: states chi = phi A have no derivative coupling among
themselves when dA/dR + F A = 0, with F_ij = <phi_i | d phi_j/dR>.
For two states A = [[cos t, -sin t], [sin t, cos t]] and dt/dR = F_12.

Model, atomic units: an electron (coordinate x) in a quartic double well,
H(x;R) = p^2/2 + height*(x^2/b^2 - 1)^2 - g*R*x, plus k*R^2/2 for the nucleus.
R: nuclear displacement, M: nuclear mass, V: adiabatic potentials,
W: diabatic potential matrix, K: <chi_k'|chi_l'> from the omitted states.
A second coordinate S, coupled as q*S*x^2, serves to test the curl formula.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import block_diag, eigh, expm

height, b, g, k, M, q = 1.0, 3.0, 0.02, 0.1, 2000.0, 0.02
n_el = 16                                  # electronic functions retained
hartree_ev = physical_constants["Hartree energy in eV"][0]

# Electronic problem in oscillator functions; corners spoiled by cutting x^4
# are discarded after the matrix products.
n_big, n_keep = 84, 76
ladder = np.diag(np.sqrt(np.arange(1, n_big) / 2.0), 1)
x_big = ladder + ladder.T
x2_big = x_big @ x_big
x4_big = x2_big @ x2_big
h_big = (np.diag(np.arange(n_big) + 0.5) - x2_big / 2
         + height * (x4_big / b**4 - 2 * x2_big / b**2 + np.eye(n_big)))
h_big, x_big, x2_big = [m[:n_keep, :n_keep] for m in (h_big, x_big, x2_big)]
e0, U = np.linalg.eigh(h_big)
if U[:, 0] @ x_big @ U[:, 1] > 0:          # phase choice that makes F_12 > 0
    U[:, 1] *= -1
U = U[:, :n_el]
X, X2 = U.T @ x_big @ U, U.T @ x2_big @ U
H0 = np.diag(e0[:n_el])
dH_R, dH_S = -g * X, q * X2


def hamiltonian(R, S=0.0):
    return H0 + R * dH_R + S * dH_S


def states(R, S=0.0):
    """Energies and eigenvectors, signs aligned with those at R = S = 0."""
    energy, vec = np.linalg.eigh(hamiltonian(R, S))
    return energy, vec * np.where(np.diag(vec) < 0, -1.0, 1.0)


def coupling(R, S=0.0, dH=dH_R):
    """Derivative couplings from matrix elements of the derivative of H."""
    energy, vec = states(R, S)
    gap = energy[None, :] - energy[:, None]
    np.fill_diagonal(gap, 1.0)
    F = (vec.T @ dH @ vec) / gap
    np.fill_diagonal(F, 0.0)
    return F


nodes, weights = np.polynomial.legendre.leggauss(40)


def theta(R):
    """Mixing angle: pi/4 at R = 0 plus the integral of F_12."""
    points = R * (nodes + 1) / 2
    return np.pi / 4 + R / 2 * sum(
        w * coupling(p)[0, 1] for w, p in zip(weights, points))


def rotation(t):
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


def diabatic_states(R, offset=0.0):
    return states(R)[1][:, :2] @ rotation(theta(R) + offset)


def derivative(func, z, d=1e-3):
    return (func(z - 2*d) - 8*func(z - d) + 8*func(z + d) - func(z + 2*d)) / (12*d)


def transport(start, end, n_states, steps):
    """A from overlaps of neighbouring states alone; A = 1 at the start."""
    A = np.eye(n_states)
    old = states(start)[1][:, :n_states]
    for R in np.linspace(start, end, steps + 1)[1:]:
        new = states(R)[1][:, :n_states]
        left, _, right = np.linalg.svd(old.T @ new)
        A = (left @ right).T @ A
        old = new
    return A


# The retained electronic space reproduces the large basis at the strongest tilt.
big = np.linalg.eigvalsh(h_big - g * 3.0 * x_big)[:3]
basis_error = np.max(np.abs(big - states(3.0)[0][:3]))
assert basis_error < 1e-8

# Symbolic test of the two-state solution and of the nuclear kinetic operator.
r = sp.symbols("r", real=True)
t = sp.Function("t")(r)
F_sym = sp.Matrix([[0, t.diff(r)], [-t.diff(r), 0]])
A_sym = sp.Matrix([[sp.cos(t), -sp.sin(t)], [sp.sin(t), sp.cos(t)]])
eta = sp.Matrix([sp.Function("u")(r), sp.Function("v")(r)])
assert (A_sym.diff(r) + F_sym * A_sym).applyfunc(sp.simplify) == sp.zeros(2, 2)
once = (A_sym * eta).diff(r) + F_sym * A_sym * eta
twice = once.diff(r) + F_sym * once
remainder = (twice - A_sym * eta.diff(r, 2)).applyfunc(
    lambda term: sp.simplify(sp.expand(term)))
assert remainder == sp.zeros(2, 1)

# Couplings by differentiation of the states, before and after the rotation.
R_test = 0.25
residual = 0.0
for R in (-1.0, 0.1, R_test, 0.8):
    vec = states(R)[1][:, :2]
    F_fd = vec.T @ derivative(lambda z: states(z)[1][:, :2], R)
    assert np.allclose(F_fd, coupling(R)[:2, :2], atol=1e-6)
    for offset in (0.0, 0.3):              # the starting angle is free
        chi = diabatic_states(R, offset)
        dchi = derivative(lambda z: diabatic_states(z, offset), R)
        residual = max(residual, np.max(np.abs(chi.T @ dchi)))
        outer = coupling(R)[2:, :2] @ rotation(theta(R) + offset)
        assert np.allclose(dchi.T @ dchi, outer.T @ outer, atol=1e-6)
        dW = derivative(lambda z: diabatic_states(z, offset).T
                        @ hamiltonian(z) @ diabatic_states(z, offset), R)
        assert np.allclose(dW, chi.T @ dH_R @ chi, atol=1e-6)
assert residual < 1e-6
vec = states(R_test)[1]
f_fd = vec[:, 0] @ derivative(lambda z: states(z)[1][:, 1], R_test)
outer = coupling(R_test)[2:, :2] @ rotation(theta(R_test))
outside_norm = np.sqrt((outer.T @ outer)[0, 0])

# The integrated angle against transport by overlaps.
L = 3.0
area = theta(L) - theta(-L)
A_transport = transport(-L, L, 2, 3000)
area_transport = np.arctan2(A_transport[1, 0], A_transport[0, 0])
assert np.allclose(A_transport, rotation(area), atol=1e-4)

# Linear crossing: numerical coupling and area against the closed forms.
c = (states(0.0)[0][1] - states(0.0)[0][0]) / 2
chi0 = diabatic_states(0.0)
slopes = np.diag(chi0.T @ dH_R @ chi0)
a = slopes[0] - slopes[1]


def linear_coupling(R):
    energy, v = np.linalg.eigh(np.array([[a*R/2, c], [c, -a*R/2]]))
    return abs(v[:, 0] @ np.diag([a/2, -a/2]) @ v[:, 1]) / (energy[1] - energy[0])


for R in (0.0, 0.2, 1.0):
    lorentzian = a / (4*c) / (1 + (a*R / (2*c))**2)
    assert abs(linear_coupling(R) - lorentzian) < 1e-9
area_linear = 2 * quad(linear_coupling, 0, L, epsabs=1e-10)[0]
assert abs(area_linear - np.arctan(a*L / (2*c))) < 1e-7
area_infinite = 2 * quad(linear_coupling, 0, np.inf, epsabs=1e-9, limit=200)[0]
assert abs(area_infinite - np.pi/2) < 1e-6

# Three states: ordered solution, overlap transport, and unordered exponential.
Ra, Rb = -1.0, 0.5
ode = solve_ivp(lambda R, y: (-coupling(R)[:3, :3] @ y.reshape(3, 3)).ravel(),
                (Ra, Rb), np.eye(3).ravel(), method="DOP853",
                rtol=1e-10, atol=1e-12)
A3 = ode.y[:, -1].reshape(3, 3)
ordered_error = np.max(np.abs(A3 - transport(Ra, Rb, 3, 1500)))
F_integral = sum(w * coupling(Ra + (Rb - Ra)*(z + 1)/2)[:3, :3]
                 for z, w in zip(nodes, weights)) * (Rb - Ra) / 2
unordered_error = np.max(np.abs(A3 - expm(-F_integral)))
assert np.allclose(A3.T @ A3, np.eye(3), atol=1e-8)
assert ordered_error < 2e-5 and unordered_error > 1e-4

# Two coordinates: curl by differentiation against the omitted-state sum.
curl = (derivative(lambda z: coupling(z, 0.0, dH_S)[0, 1], R_test)
        - derivative(lambda z: coupling(R_test, z, dH_R)[0, 1], 0.0))
FR, FS = coupling(R_test), coupling(R_test, 0.0, dH_S)
curl_sum = FR[2:, 0] @ FS[2:, 1] - FS[2:, 0] @ FR[2:, 1]
assert abs(curl - curl_sum) < 1e-6 and abs(curl) > 1e-5

# Vibronic levels: full model, two diabatic states, lower surface alone.
grid = np.linspace(-3.0, 3.0, 81)
step = grid[1] - grid[0]
diff = np.subtract.outer(np.arange(81), np.arange(81))
safe = np.where(diff == 0, 1, diff)
T = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
T = T / (2 * M * step**2)
full_blocks, W_blocks, K_blocks, lower = [], [], [], []
for R in grid:
    nuclear = k * R**2 / 2
    A = rotation(theta(R))
    energy = states(R)[0]
    out = coupling(R)[2:, :2] @ A
    full_blocks.append(hamiltonian(R) + nuclear * np.eye(n_el))
    W_blocks.append(A.T @ np.diag(energy[:2] + nuclear) @ A)
    K_blocks.append(out.T @ out / (2 * M))
    lower.append(energy[0] + nuclear)


def lowest(matrix):
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 3])


E_full = lowest(np.kron(T, np.eye(n_el)) + block_diag(*full_blocks))
H_two = np.kron(T, np.eye(2)) + block_diag(*W_blocks)
E_two = lowest(H_two)
E_two_K = lowest(H_two + block_diag(*K_blocks))
E_lower = lowest(T + np.diag(lower))
err_two, err_K, err_BO = [np.max(np.abs(E - E_full))
                          for E in (E_two, E_two_K, E_lower)]
assert np.all(E_two_K > E_full - 1e-9)     # projection cannot lower a level
assert err_K < 1e-6 and err_K < err_two
assert err_BO > 10 * err_two

# Worked example.
print(f"barrier height = {height:.2f} hartree; well position b = {b:.2f} bohr")
print(f"tilt g = {g:.3f} hartree/bohr^2; k = {k:.3f} hartree/bohr^2")
print(f"nuclear mass M = {M:.0f} electron masses; q = {q:.3f} hartree/bohr^3")
print(f"electronic functions = {n_el}; basis error = {basis_error:.1e} hartree")
for i in range(3):
    print(f"V{i+1}(R=0) = {states(0.0)[0][i]:.6f} hartree")
print(f"gap V2-V1 at R=0 = {2*c:.6f} hartree = {2*c*hartree_ev:.4f} eV")
print("R [bohr], V1, V2 [hartree], f [1/bohr], theta [degree]:")
table_R = (-2.0, -1.0, -0.25, 0.0, 0.25, 1.0, 2.0)
for R in table_R:
    V = states(R)[0][:2] + k * R**2 / 2
    print(f"  {R:5.2f} {V[0]:.6f} {V[1]:.6f} {coupling(R)[0, 1]:.5f}"
          f" {np.degrees(theta(R)):.3f}")
print("R [bohr], W11, W22, W12 [hartree]:")
for R in table_R:
    V = states(R)[0][:2] + k * R**2 / 2
    chi = diabatic_states(R)
    W = chi.T @ hamiltonian(R) @ chi + k * R**2 / 2 * np.eye(2)
    s, co = np.sin(theta(R)), np.cos(theta(R))
    assert abs(W[0, 0] - (V[0]*co**2 + V[1]*s**2)) < 1e-10
    assert abs(W[1, 1] - (V[0]*s**2 + V[1]*co**2)) < 1e-10
    assert abs(W[0, 1] - (V[1] - V[0])*s*co) < 1e-10
    print(f"  {R:5.2f} {W[0, 0]:.6f} {W[1, 1]:.6f} {W[0, 1]:.6f}")
print(f"f at R={R_test} bohr, matrix element = {coupling(R_test)[0, 1]:.6f} 1/bohr")
print(f"f at R={R_test} bohr, differentiated states = {f_fd:.6f} 1/bohr")
print(f"largest coupling left between diabats = {residual:.1e} 1/bohr")
print(f"norm of chi1' at R={R_test} bohr = {outside_norm:.5f} 1/bohr")
print(f"rotation from R=-{L:.0f} to {L:.0f} bohr, integral of f ="
      f" {np.degrees(area):.4f} degree")
print(f"same rotation from overlaps = {np.degrees(area_transport):.4f} degree")
print(f"linear crossing: a = {a:.6f} hartree/bohr, c = {c:.6f} hartree")
print(f"linear crossing: half-width 2c/a = {2*c/a:.4f} bohr")
print(f"linear crossing: same interval = {np.degrees(area_linear):.4f} degree")
print(f"linear crossing: whole line = {np.degrees(area_infinite):.4f} degree")
print(f"three states, R from {Ra} to {Rb} bohr: largest element differences")
print(f"  ordered solution minus overlap transport = {ordered_error:.1e}")
print(f"  ordered solution minus exp(-integral F) = {unordered_error:.5f}")
print(f"curl at R={R_test} bohr, S=0: differentiated = {curl:.4e} 1/bohr^2")
print(f"curl at same point: omitted-state sum = {curl_sum:.4e} 1/bohr^2")
print("level, full model, two diabats with K, lower surface [hartree]:")
for i in range(4):
    print(f"  {i} {E_full[i]:.7f} {E_two_K[i]:.7f} {E_lower[i]:.7f}")
print(f"largest level error, two diabats without K = {err_two:.2e} hartree")
print(f"largest level error, two diabats with K = {err_K:.2e} hartree")
print(f"largest level error, lower surface alone = {err_BO:.2e} hartree")
print("done: every assertion held")
```

It prints:

```
barrier height = 1.00 hartree; well position b = 3.00 bohr
tilt g = 0.020 hartree/bohr^2; k = 0.100 hartree/bohr^2
nuclear mass M = 2000 electron masses; q = 0.020 hartree/bohr^3
electronic functions = 16; basis error = 1.2e-14 hartree
V1(R=0) = 0.429584 hartree
V2(R=0) = 0.446741 hartree
V3(R=0) = 1.047735 hartree
gap V2-V1 at R=0 = 0.017157 hartree = 0.4669 eV
R [bohr], V1, V2 [hartree], f [1/bohr], theta [degree]:
  -2.00 0.530097 0.743013 0.02211 2.084
  -1.00 0.433982 0.541545 0.08066 4.478
  -0.25 0.425456 0.457069 0.91358 16.407
   0.00 0.429584 0.446741 3.09720 45.000
   0.25 0.425456 0.457069 0.91358 73.593
   1.00 0.433982 0.541545 0.08066 85.522
   2.00 0.530097 0.743013 0.02211 87.916
R [bohr], W11, W22, W12 [hartree]:
  -2.00 0.530379 0.742731 0.007739
  -1.00 0.434638 0.540889 0.008372
  -0.25 0.427979 0.454547 0.008565
   0.00 0.438163 0.438163 0.008578
   0.25 0.454547 0.427979 0.008565
   1.00 0.540889 0.434638 0.008372
   2.00 0.742731 0.530379 0.007739
f at R=0.25 bohr, matrix element = 0.913580 1/bohr
f at R=0.25 bohr, differentiated states = 0.913580 1/bohr
largest coupling left between diabats = 3.1e-12 1/bohr
norm of chi1' at R=0.25 bohr = 0.02502 1/bohr
rotation from R=-3 to 3 bohr, integral of f = 87.6122 degree
same rotation from overlaps = 87.6122 degree
linear crossing: a = 0.106275 hartree/bohr, c = 0.008578 hartree
linear crossing: half-width 2c/a = 0.1614 bohr
linear crossing: same interval = 86.9198 degree
linear crossing: whole line = 90.0000 degree
three states, R from -1.0 to 0.5 bohr: largest element differences
  ordered solution minus overlap transport = 1.2e-10
  ordered solution minus exp(-integral F) = 0.01188
curl at R=0.25 bohr, S=0: differentiated = -2.4893e-03 1/bohr^2
curl at same point: omitted-state sum = -2.4893e-03 1/bohr^2
level, full model, two diabats with K, lower surface [hartree]:
  0 0.4257337 0.4257337 0.4255380
  1 0.4261675 0.4261675 0.4261754
  2 0.4313900 0.4313900 0.4309727
  3 0.4335995 0.4335995 0.4337469
largest level error, two diabats without K = 1.09e-07 hartree
largest level error, two diabats with K = 3.62e-09 hartree
largest level error, lower surface alone = 4.17e-04 hartree
done: every assertion held
```
